\section*{Confinement masses of germanium L valleys on (100) and (111) surfaces}

\section*{Question}

The conduction band of germanium has its minima at the L points. Opposite L points are equivalent, so there are four whole valleys, with axes
\[
[111],\quad[\bar111],\quad[1\bar11],\quad[11\bar1].
\]
Near its minimum each valley is a parabolic ellipsoid with mass $m_l$ along its axis and $m_t<m_l$ across it. All masses are in units of the free-electron mass $m_0$. Electrons are held at a flat surface with unit normal $\mathbf n$ by a potential $V(z)$, where $z\ge0$ is the depth along $\mathbf n$. The wave function vanishes at $z=0$, and coupling between valleys is neglected.

Take the rough typical values $m_l=1.6$ and $m_t=0.08$, a constant surface field $F=0.1$ MV/cm, a temperature of 300 K ($k_BT=25.9$ meV) and a sheet density of $2\times10^{11}$ cm$^{-2}$. Use $\hbar^2/2m_0=0.0381$ eV\,nm$^2$. The first two zeros of the Airy function Ai are $-2.338$ and $-4.088$.

\begin{enumerate}
\item[(a)] Find the mass $m_z$ that governs confinement of a valley with unit axis $\mathbf a$, and the density-of-states mass $m_d$ for motion in the surface plane.
\item[(b)] Evaluate $m_z$ for the four valleys on (100) and on (111).
\item[(c)] Determine all surface orientations on which one valley is heavy and the other three are lighter and equal.
\item[(d)] Find the lowest levels on both surfaces for $V=eFz$.
\item[(e)] What share of the electrons on (111) is in the valley with the largest $m_z$?
\item[(f)] Estimate the main corrections to the model.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Confinement and in-plane masses}

Measure the wave vector $\mathbf k$ from the valley minimum. The kinetic energy is $(\hbar^2/2m_0)\,\mathbf k\cdot W\mathbf k$, with inverse mass tensor
\begin{equation}
W=\frac1{m_t}\,I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^{T}.
\end{equation}
Indeed $W\mathbf a=\mathbf a/m_l$, while $W\mathbf b=\mathbf b/m_t$ for any $\mathbf b$ perpendicular to $\mathbf a$.

Let $i,j$ run over the two in-plane directions and put $g=\sum_iW_{zi}k_i$. Completing the square in $k_z$ gives
\begin{align}
\mathbf k\cdot W\mathbf k
&=W_{zz}k_z^2+2gk_z+\sum_{ij}W_{ij}k_ik_j\nonumber\\
&=W_{zz}\left(k_z+\frac g{W_{zz}}\right)^2+\sum_{ij}B_{ij}k_ik_j,\\
B_{ij}&=W_{ij}-\frac{W_{iz}W_{zj}}{W_{zz}}.
\end{align}
The potential depends on $z$ alone, so the in-plane $k_i$ are conserved numbers, while $k_z$ becomes $-i\,d/dz$. With $q=g/W_{zz}$, write $\psi=e^{-iqz}\varphi$. Then
\begin{equation}
\left(-i\frac d{dz}+q\right)e^{-iqz}\varphi
=e^{-iqz}\left(-q\varphi-i\varphi'+q\varphi\right)
=e^{-iqz}(-i\varphi').
\end{equation}
The phase factor removes the cross terms, and $\psi(0)=0$ still means $\varphi(0)=0$. What remains is
\begin{equation}
-\frac{\hbar^2W_{zz}}{2m_0}\varphi''+V\varphi=E_j\varphi,\qquad
E=E_j+\frac{\hbar^2}{2m_0}\sum_{ij}B_{ij}k_ik_j .
\end{equation}
The last sum is the smallest value of the positive form $\mathbf k\cdot W\mathbf k$ as $k_z$ varies at fixed in-plane $k_i$. It is therefore positive unless both $k_i$ vanish, and the subband minimum lies at $k_i=0$. The confinement mass is $1/W_{zz}$:
\begin{equation}
\boxed{\frac1{m_z}=\mathbf n\cdot W\mathbf n
=\frac1{m_t}-\left(\frac1{m_t}-\frac1{m_l}\right)c,\qquad c=(\mathbf n\cdot\mathbf a)^2.}
\label{mz}
\end{equation}
Since $m_l>m_t$, a larger $c$ means a heavier valley.

The mass tensor $M=W^{-1}$ must not be used in the form $\mathbf n\cdot M\mathbf n$. That expression gives the kinetic energy of an electron whose velocity points along $\mathbf n$. The surface fixes the in-plane wave vector, not the in-plane velocity, and for a plane wave with $k_z\ne0$ in a tilted ellipsoid the two do not vanish together. In the confined state at $k_i=0$ the components with opposite $k_z$ carry opposite in-plane velocities, which cancel only on average.

For the in-plane mass, subtract $W_{iz}/W_{zz}$ times the $z$ row of $W$ from each in-plane row $i$. The determinant is unchanged, and row $i$ becomes $(B_{i1},B_{i2},0)$. Hence $\det W=W_{zz}\det B$. The eigenvalues of $W$ are $1/m_l,1/m_t,1/m_t$, so
\begin{equation}
\det B=\frac{m_z}{m_lm_t^2}.
\end{equation}
At energy $\epsilon$ above a subband minimum, the occupied ellipse in the $k$ plane has area $\pi(2m_0\epsilon/\hbar^2)/\sqrt{\det B}$. Multiplying by $2/(2\pi)^2$, where the 2 is for spin, and differentiating with respect to $\epsilon$ gives the density of states $m_0m_d/(\pi\hbar^2)$ with
\begin{equation}
\boxed{m_d=\frac1{\sqrt{\det B}}=\sqrt{\frac{m_lm_t^2}{m_z}}.}
\end{equation}
A valley that is heavy along the normal is light in the plane.

\subsection*{(b) The two surfaces}

\textbf{(100).} Every axis has first component $\pm1/\sqrt3$, so $c=1/3$ four times:
\begin{equation}
\frac1{m_z}=\frac2{3m_t}+\frac1{3m_l}=\frac{2m_l+m_t}{3m_lm_t},
\qquad m_z=\frac{3m_lm_t}{2m_l+m_t}.
\end{equation}
The value is $0.384/3.28=0.117$ for all four valleys.

\textbf{(111).} The valley along the normal has $c=1$ and $m_z=m_l=1.6$. For each of the others the scalar product is $(1+1-1)/3=1/3$, so $c=1/9$ and
\begin{equation}
\frac1{m_z}=\frac8{9m_t}+\frac1{9m_l}=\frac{8m_l+m_t}{9m_lm_t},
\qquad m_z=\frac{9m_lm_t}{8m_l+m_t}.
\end{equation}
The value is $1.152/12.88=0.0894$ for three valleys. The heavy valley is heavier by a factor of 17.9.

For $m_l\gg m_t$ the masses of the tilted valleys tend to $3m_t/2$ on (100) and $9m_t/8$ on (111): the light direction dominates the inverse mass. For $m_l=m_t$ all masses coincide and no surface splits the valleys. The incorrect $\mathbf n\cdot M\mathbf n$ would give $(m_l+2m_t)/3=0.587$ on (100), five times the correct mass.

\subsection*{(c) Which surfaces give one heavy and three equal lighter valleys?}

Let $\mathbf n=(n_1,n_2,n_3)$ and define $p=n_2n_3$, $q=n_3n_1$, $r=n_1n_2$. Squaring the scalar products and using $n_1^2+n_2^2+n_3^2=1$ gives
\begin{align}
[111]:\quad&3c=1+2(p+q+r),\nonumber\\
[\bar111]:\quad&3c=1+2(p-q-r),\nonumber\\
[1\bar11]:\quad&3c=1+2(-p+q-r),\nonumber\\
[11\bar1]:\quad&3c=1+2(-p-q+r).
\end{align}
By (\ref{mz}), equal masses require equal $c$. Suppose first that the last three are equal. The second and third lines give $p=q$, and the third and fourth give $q=r$. Call the common value $t$. Then
\begin{equation}
t^3=pqr=(n_1n_2n_3)^2\ge0,
\end{equation}
so $t\ge0$, and there are two cases.

If $t=0$, all pairwise products vanish, so two components of $\mathbf n$ are zero. This is the \{100\} family, with all four masses equal.

If $t>0$, no component vanishes. Then $p=q$ gives $n_1=n_2$, and $q=r$ gives $n_2=n_3$, so $\mathbf n=\pm(1,1,1)/\sqrt3$. The odd valley has $c=1$ and the others have $c=1/9$, so the odd one is heavy.

If another valley is the odd one, reversing the sign of one coordinate carries its axis into $[111]$ and permutes the four axes, up to an irrelevant overall sign. The same argument then gives $\mathbf n$ along that valley's axis. Therefore one heavy and three equal lighter valleys occur on the \{111\} surfaces and on no others. The reverse pattern, one light and three equal heavy valleys, would need $t<0$ and does not occur.

This does not mean that other surfaces leave the valleys degenerate. On (110), $p=q=0$ and $r=1/2$, so $c=2/3$ for two valleys and $c=0$ for two. Their masses are $3m_lm_t/(m_l+2m_t)=0.218$ and $m_t=0.08$: a split into two and two. Between the two surfaces of part (b), however, (111) alone splits the valleys.

\subsection*{(d) Levels in a constant field}

With $V=eFz$, define the length $\ell$ by
\begin{equation}
\frac{\hbar^2}{2m_0m_z\ell^2}=eF\ell,\qquad
\ell=\left(\frac{\hbar^2}{2m_0m_zeF}\right)^{1/3}.
\end{equation}
In terms of $x=z/\ell$ and $\varepsilon=E/(eF\ell)$ the equation of part (a) becomes $\varphi''=(x-\varepsilon)\varphi$. The solution that decays at large depth is $\mathrm{Ai}(x-\varepsilon)$. It vanishes at $x=0$ when $-\varepsilon$ is a zero $a_j$ of Ai, so
\begin{equation}
E_j=|a_j|\,eF\ell=|a_j|\left(\frac{\hbar^2e^2F^2}{2m_0m_z}\right)^{1/3}.
\end{equation}
The field 0.1 MV/cm is $eF=0.01$ eV/nm. For the heavy valley on (111),
\begin{equation}
E_1=2.338\left(\frac{0.0381\times10^{-4}}{1.6}\right)^{1/3}\text{eV}=31.2\ \text{meV}.
\end{equation}
Its second level, with 4.088 in place of 2.338, is at 54.6 meV. At fixed field the levels scale as $m_z^{-1/3}$, so the three lighter valleys start at $31.2\times17.89^{1/3}$ meV, which is 81.7 meV before rounding of the factors. The splitting is 50.4 meV, or $1.95\,k_BT$. On (100) all four valleys start at 74.6 meV.

The reduction to $m_z$ and $m_d$ was tested by diagonalizing the full Hamiltonian, cross terms included, for all four valleys on both surfaces. The basis was 120 sine functions in a 60 nm box. The ground levels agreed with the Airy formula to a relative $6\times10^{-8}$, and $m_d$ obtained from the in-plane curvature agreed to $2\times10^{-4}$.

\subsection*{(e) Share of the heavy valley}

A subband has a constant density of states above its minimum. With Fermi level $\mu$, it therefore holds the sheet density
\begin{equation}
N_j=\frac{m_0m_d}{\pi\hbar^2}\int_{E_j}^{\infty}\frac{dE}{1+e^{(E-\mu)/k_BT}}
=\frac{m_0m_dk_BT}{\pi\hbar^2}\ln\left(1+e^{(\mu-E_j)/k_BT}\right).
\end{equation}
On (111), part (a) gives $m_d=0.08$ for the heavy valley and $0.338$ for each lighter one. With the lowest subbands alone and Boltzmann statistics, the ratio of the lighter population to the heavy one is
\begin{equation}
\frac{3\times0.338}{0.08}\,e^{-1.95}\approx1.8,
\end{equation}
which would put about 36\% of the electrons in the heavy valley. Its higher subbands are closely spaced and add to this. Summing 80 levels of each kind, with $\mu$ fixed by the total density, gives 47\%. Boltzmann statistics changes this by less than half a percentage point, so degeneracy is unimportant here.

In this hard-wall model the heavy valley is lowest, yet it holds slightly less than half of the electrons at 300 K. The share is sensitive to the splitting: the oxide shifts found in part (f) would lower it to about 38\%. A splitting of two thermal energies is offset by the larger density of states of the other three valleys.

Two limits frame this result. When $k_BT$ is far below the level spacings and the density is low enough for the Fermi level to stay below the lowest level of the lighter valleys, the share tends to one. When $k_BT$ is far above the spacings, the sum over levels becomes a classical integral over $z$ and $k_z$, proportional to $\sqrt{m_z}$. Each valley then has weight $m_d\sqrt{m_z}=m_t\sqrt{m_l}$, the same for all four, and the share tends to one quarter.

\subsection*{(f) Corrections}

\textbf{Penetration into the oxide.} Take a rough barrier $U=2$ eV and oxide mass $m_{ox}=0.5$. In the oxide the wave function decays at the rate $\kappa\approx\sqrt{2m_0m_{ox}U}/\hbar=5.1$ nm$^{-1}$. This simple estimate leaves out the in-plane wave vector of the valley minimum itself, which for a tilted valley can raise $\kappa$ and so reduce the shift found below. Continuity of $\varphi$ and of $\varphi'/m$ gives $\varphi'(0)/m_z=\kappa\varphi(0)/m_{ox}$. Extrapolated linearly, $\varphi$ vanishes at $z=-\delta$, with $\delta=m_{ox}/(m_z\kappa)$. To leading order the wall moves back by $\delta$ and the level falls by $eF\delta$. For the lighter valleys $\delta\approx1.1$ nm, hence about 11 meV. Solving the matching condition itself gives shifts of $-10.4$ meV for the lighter valleys and $-0.6$ meV for the heavy one. The splitting drops from 50.4 to 40.6 meV.

\textbf{Nonparabolicity.} Let the true kinetic energy $\epsilon$ obey $\epsilon(1+\alpha\epsilon)=T$, where $T$ is the parabolic value and $\alpha$ is roughly 0.3 eV$^{-1}$. Then $\epsilon\approx T-\alpha T^2$. To find $\langle T^2\rangle$, put $u=\varphi^2$. From $\varphi''=(x-\varepsilon)\varphi$ it follows that
\begin{equation}
u'''=4(x-\varepsilon)u'+2u.
\end{equation}
Multiply by $x$ or by $x^2$ and integrate by parts from 0 to infinity. The boundary terms vanish at large depth because $u$ decays there. At $x=0$ they vanish because $u(0)=u'(0)=0$ and because $u''(0)$, which is not zero, appears only multiplied by $x$ or $x^2$. With $u$ normalized,
\begin{align}
0&=-6\langle x\rangle+4\varepsilon, &\langle x\rangle&=\tfrac23\varepsilon,\nonumber\\
0&=-10\langle x^2\rangle+8\varepsilon\langle x\rangle, &\langle x^2\rangle&=\tfrac8{15}\varepsilon^2.
\end{align}
Since $T\varphi=(E-V)\varphi$, one has $\langle T^2\rangle=E^2(1-\tfrac43+\tfrac8{15})=E^2/5$. The shift $-\alpha E^2/5$ is $-0.4$ meV for the lighter valleys.

\textbf{Shape of the well.} For a doping of $10^{17}$ cm$^{-3}$ and relative permittivity 16, the depletion width $w$ is 88 nm. The potential is then $eF(z-z^2/2w)$. To first order, the extra term shifts a level by $-eF\langle z^2\rangle/2w=-4E^2/(15eFw)$, which is $-2.0$ meV for the lighter valleys and $-0.3$ meV for the heavy one. The electrons add a field of 0.023 MV/cm at the surface, which falls to zero across their layer. Here $F$ is taken as the field of the depletion charge alone. Adding the electrons' field in full at every depth raises the hard-wall splitting to 57.8 meV, an overestimate of its effect: a self-consistent solution gives 54 meV and a heavy-valley share just under 50\%. If instead 0.1 MV/cm is the total surface field, the field falls below it with depth and the splitting drops to about 45 meV.

\textbf{Strain.} A valley shifts by $\Xi_u\,\mathbf a\cdot e\,\mathbf a$, apart from a term common to all valleys, where $e$ is the strain tensor and $\Xi_u$ is roughly 16 eV. For an in-plane tension $e_\parallel$ and a normal contraction $\rho e_\parallel$,
\begin{equation}
\mathbf a\cdot e\,\mathbf a=e_\parallel\left[1-(1+\rho)c\right].
\end{equation}
On (100) all $c$ are equal and there is no splitting. On (111) the lighter valleys rise relative to the heavy one by $\tfrac89\Xi_u(1+\rho)e_\parallel$. With $\rho\approx0.37$ and a tension of only 0.1\% this is 19.5 meV. Compression has the opposite sign, and about 0.26\% of it would cancel the hard-wall splitting.

\textbf{Other valleys.} With rough offsets of 0.14 eV for $\Gamma$ and 0.2 eV for the $\Delta$ valleys, and rough masses of 0.04 for $\Gamma$ and 0.95 and 0.2 for $\Delta$, their lowest levels lie at 237 meV or higher on both surfaces. That is more than 150 meV above the L ground levels. On (100) the gap closes as the field grows: the L level is $74.6\,s$ meV and the lowest $\Delta$ level is $200+37.1\,s$ meV, with $s=(F/0.1\ \text{MV/cm})^{2/3}$. They meet at $s\approx5.3$, a field of about 1.2 MV/cm if it is constant in depth. In a channel filled with electrons the field falls off across their layer, so the levels meet only at a larger surface field, about 2.4 MV/cm for a hard wall. Penetration into the oxide, which lowers the L level more, widens the gap further.

\textbf{Comparison with a transistor.} The masses are typical of germanium, but the field and density describe a channel not far above threshold, where the depletion charge still exceeds that of the electrons. A strongly turned-on channel has a density of order $10^{13}$ cm$^{-2}$ and a surface field of order 1 MV/cm. There the electrons' own field dominates, so the constant-field levels are no longer quantitative, and on (100) the $\Delta$ valleys begin to fill: with the rough offset and masses above and a hard wall they hold about 6\% of the electrons at $10^{13}$ cm$^{-2}$. This share is sensitive to the wall: penetration into the oxide lowers the light L levels far more than the heavy $\Delta$ level, and in the simple oxide model above the share falls below 1\%. At the weak field used here, strain can matter most, at about 20 meV per 0.1\%. The hard wall overstates the splitting by about 10 meV in the simple oxide model above, and by about half as much if the in-plane wave vector of the valley minimum is kept in $\kappa$. The image potential at the oxide, also left out, depends on the oxide. For a relative permittivity of about 4 it is repulsive and lowers the hard-wall splitting by roughly 5 meV. The effect shrinks as the permittivity of the oxide rises, and it changes sign above that of germanium, here 16. The mass pattern of parts (b) and (c) does not rest on these estimates: it follows from the directions of the valley axes and $m_l>m_t$. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Rough inputs
longitudinal mass ml: 1.6 m0
transverse mass mt: 0.08 m0
depletion field: 0.1 MV/cm
temperature: 300 K
thermal energy kT: 25.9 meV
electron sheet density: 2e+11 cm^-2
acceptor doping: 1e+17 cm^-3
relative permittivity: 16
oxide barrier 2.0 eV, oxide mass 0.5 m0
nonparabolicity alpha: 0.3 1/eV
shear deformation potential: 16.0 eV
in-plane tension 0.10 %, normal/in-plane contraction ratio 0.37
Gamma valley: offset 0.14 eV, mass 0.04 m0
Delta valleys: offset 0.2 eV, masses 0.95 and 0.2 m0
Masses
(100) m_z, four valleys: 0.1171 m0
(111) m_z, one heavy valley: 1.6 m0
(111) m_z, three lighter valleys: 0.08944 m0
(111) ratio heavy/lighter: 17.89
(110) m_z, two and two: 0.0800 and 0.2182 m0
(100) wrong mass n.M.n: 0.5867 m0
(100) m_d per valley: 0.2957 m0
(111) m_d heavy valley: 0.08 m0
(111) m_d each lighter valley: 0.3384 m0
Hard-wall triangular well
(100) ground level: 74.6 meV
(111) heavy ground level: 31.2 meV
(111) heavy second level: 54.6 meV
(111) lighter ground level: 81.7 meV
(111) splitting: 50.4 meV
(111) splitting / kT: 1.95
(111) share in heavy valley, Fermi: 47.4 %
(111) share in heavy valley, Boltzmann: 47.8 %
Neglected effects
finite barrier, heavy level shift: -0.6 meV
finite barrier, lighter level shift: -10.4 meV
finite barrier, splitting: 40.6 meV
nonparabolic shift, lighter level: -0.4 meV
depletion width: 88.4 nm
depletion band bending: 0.442 eV
depletion curvature shift, heavy: -0.3 meV
depletion curvature shift, lighter: -2.0 meV
field of the electrons: 0.0226 MV/cm
splitting with that field fully added: 57.8 meV
extra (111) splitting from the tension: 19.5 meV
Gamma ground level, either surface: 246.8 meV
(100) lowest Delta level: 237.1 meV
(111) lowest Delta level: 256.4 meV
Checks
largest relative error of ground level: 6.0e-08
largest relative error of m_d: 2.1e-04
Miller index triples searched: 4912
\end{verbatim}
